# Lorentz Factors of Bravais Lattices: Sum Rule and Tetragonal Anisotropy: test program

```python
"""
Result under test: for identical point dipoles p on a Bravais lattice of
cell volume v, the field at a site is E_loc = E + 4 pi L.P, P = p/v
(Gaussian-type atomic units), and trace(L) = 1 for every lattice.
E is the macroscopic field and L the Lorentz tensor.
Tetragonal lattices: L_c along the fourfold axis, L_a = (1 - L_c)/2.
Permittivity: eps_i = 1 + X/(1 - X L_i), X = 4 pi alpha/v, where alpha
is the polarizability volume of a site.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

PI = np.pi
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def lattice_points(cell, rmax):
    """Nonzero lattice vectors shorter than rmax; rows of cell are primitive."""
    bounds = np.ceil(rmax * np.linalg.norm(np.linalg.inv(cell), axis=0))
    axes = [np.arange(-int(b), int(b) + 1) for b in bounds]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    points = grid.reshape(-1, 3) @ cell
    r2 = np.sum(points**2, axis=1)
    return points[(r2 > 1e-12) & (r2 < rmax**2)]


def lorentz_tensor(cell, width=1.0):
    """Lorentz tensor from absolutely convergent direct and reciprocal sums."""
    v = abs(np.linalg.det(cell))
    eta = width * np.sqrt(PI) / v ** (1 / 3)
    R = lattice_points(cell, 6.2 / eta)
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * eta / np.sqrt(PI) * np.exp(-(eta * r) ** 2)
    diag = erfc(eta * r) / r**3 + gauss / r**2
    outer = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2) / r**2
    direct = (R * outer[:, None]).T @ R - np.eye(3) * diag.sum()
    self_term = 4 * eta**3 / (3 * np.sqrt(PI)) * np.eye(3)
    G = lattice_points(2 * PI * np.linalg.inv(cell).T, 12.4 * eta)
    g2 = np.sum(G**2, axis=1)
    recip = (G * (np.exp(-g2 / (4 * eta**2)) / g2)[:, None]).T @ G
    return v / (4 * PI) * (direct + self_term) - recip


def envelope_tensor(cell, k, decay):
    """Direct dipole sum with Gaussian envelope of axial ratio k along z,
    minus the macroscopic field at the centre of that envelope."""
    stretch = np.array([1.0, 1.0, k])
    u = lattice_points(cell / stretch, 4.6 / decay)
    weight = np.exp(-decay**2 * np.sum(u**2, axis=1))
    R = u * stretch
    r = np.linalg.norm(R, axis=1)
    field = (R * (3 * weight / r**5)[:, None]).T @ R
    field -= np.eye(3) * np.sum(weight / r**3)
    nz = k * quad(lambda m: m**2 * (1 + (k**2 - 1) * m**2) ** -1.5, 0, 1)[0]
    v = abs(np.linalg.det(cell))
    return v / (4 * PI) * field + np.diag([(1 - nz) / 2, (1 - nz) / 2, nz])


# Plane-by-plane formula for tetragonal lattices, with a = 1
m1, m2 = np.meshgrid(np.arange(-25, 26), np.arange(-25, 26))
keep = (m1 != 0) | (m2 != 0)
M_LEN = np.hypot(m1, m2)[keep]
M_SIGN = np.where((m1 + m2) % 2 == 0, 1.0, -1.0)[keep]
S_PLANE = 4 * PI * (2 / 3 + np.sum(2 * PI * M_LEN / np.expm1(2 * PI * M_LEN)))


def axial_factor(ratio, centred):
    h = ratio / 2 if centred else ratio
    x = 2 * PI * h * M_LEN
    t = np.exp(-x) * (M_SIGN if centred else 1.0)
    return 1 - h * S_PLANE / (4 * PI) + np.sum(x * t / (1 - t))


def tetragonal_cell(ratio, centred):
    last = [0.5, 0.5, ratio / 2] if centred else [0, 0, ratio]
    return np.array([[1, 0, 0], [0, 1, 0], last], dtype=float)


# Triclinic lattice: trace, independence of splitting, direct sums
triclinic = np.array([[1.0, 0, 0], [0.3, 1.1, 0], [0.2, -0.25, 0.9]])
L_tri = lorentz_tensor(triclinic)
assert abs(np.trace(L_tri) - 1) < 1e-10
assert np.allclose(L_tri, lorentz_tensor(triclinic, 1.3), atol=1e-10)
print("Triclinic test cell, rows (units of first edge):")
for row in triclinic:
    print("  ", " ".join(f"{c:6.2f}" for c in row))
principal = np.linalg.eigvalsh(L_tri)
print("Principal Lorentz factors:", " ".join(f"{c:.6f}" for c in principal))
print(f"Their sum: {principal.sum():.10f}")
for k in (0.7, 1.0, 2.0):
    # finite envelope width enters as decay**2 and is extrapolated away
    wide = envelope_tensor(triclinic, k, 0.14 / np.sqrt(2))
    narrow = envelope_tensor(triclinic, k, 0.14)
    deviation = np.max(np.abs(2 * wide - narrow - L_tri))
    print(f"Direct sum, envelope ratio {k:.1f}: max deviation {deviation:.1e}")
    assert deviation < 2e-3  # remaining fourth-order envelope error

rng = np.random.default_rng(4)
worst = 0.0
for _ in range(20):
    cell = np.eye(3) + 0.3 * rng.uniform(-1, 1, (3, 3))
    worst = max(worst, abs(np.trace(lorentz_tensor(cell)) - 1))
assert worst < 1e-9
print(f"Largest |trace - 1| in 20 random lattices: {worst:.1e}")

# Planar constant by a direct disc sum plus the continuum tail
DISC = 200.0
n = np.arange(-200, 201)
px, py = np.meshgrid(n, n)
inside = px**2 + py**2 < DISC**2
px, py = px[inside].astype(float), py[inside].astype(float)
rho2 = px**2 + py**2
S_direct = np.sum(rho2[rho2 > 0] ** -1.5) + 2 * PI / DISC
assert abs(S_direct - S_PLANE) < 2e-4  # lattice-point noise at the disc edge
print(f"Planar sum S: formula {S_PLANE:.6f}, direct {S_direct:.6f}")

# Tetragonal factors: plane formula against the three-dimensional sums
print("c/a     simple L_c  L_a       centred L_c  L_a")
for ratio in (0.8, 0.9, 1.0, 1.1, 1.2, np.sqrt(2), 1.6):
    values = []
    for centred in (False, True):
        L = lorentz_tensor(tetragonal_cell(ratio, centred))
        assert abs(L[2, 2] - axial_factor(ratio, centred)) < 1e-9
        assert abs(L[0, 0] - (1 - axial_factor(ratio, centred)) / 2) < 1e-9
        values += [L[2, 2], L[0, 0]]
    print(f"{ratio:.4f}  {values[0]:.6f}  {values[1]:.6f}"
          f"    {values[2]:.6f}   {values[3]:.6f}")

# Isotropic points of both families
scan = np.arange(0.505, 3.0, 0.01)
print(f"Scanned c/a from {scan[0]:.3f} to {scan[-1]:.3f}")
roots = {}
for centred in (False, True):
    f = np.array([axial_factor(s, centred) - 1 / 3 for s in scan])
    if not centred:
        assert np.all(np.diff(f) < 0)
    hits = np.where(f[:-1] * f[1:] < 0)[0]
    roots[centred] = [brentq(lambda s: axial_factor(s, centred) - 1 / 3,
                             scan[i], scan[i + 1], xtol=1e-12) for i in hits]
    for s in roots[centred]:
        L = lorentz_tensor(tetragonal_cell(s, centred))
        assert np.allclose(L, np.eye(3) / 3, atol=1e-9)
    name = "centred" if centred else "simple"
    print(f"Isotropic c/a, {name}:", " ".join(f"{s:.6f}" for s in roots[centred]))
assert len(roots[False]) == 1 and abs(roots[False][0] - 1) < 1e-7
assert len(roots[True]) == 3
assert min(abs(s - 1) for s in roots[True]) < 1e-6
assert min(abs(s - np.sqrt(2)) for s in roots[True]) < 1e-6

# Worked example: simple tetragonal model film
a, c, alpha = 4.0, 4.4, 4.0  # angstrom, angstrom, angstrom^3
volume = a * a * c
X = 4 * PI * alpha / volume
L_c = axial_factor(c / a, False)
L_a = (1 - L_c) / 2
eps_c = 1 + X / (1 - X * L_c)
eps_a = 1 + X / (1 - X * L_a)
eps_cubic = 1 + X / (1 - X / 3)

# Self-consistent slab of coupled dipoles; lengths in units of a
layers = 31
ratio, alpha_red = c / a, alpha / a**3
kernel_z, kernel_x = [], []
for j in range(layers):
    z = j * ratio
    r2 = rho2 + z * z
    ok = r2 > 0
    tail = 2 * PI * DISC**2 / (DISC**2 + z * z) ** 1.5
    kernel_z.append(np.sum((3 * z * z - r2[ok]) / r2[ok] ** 2.5) - tail)
    kernel_x.append(np.sum((3 * px[ok]**2 - r2[ok]) / r2[ok] ** 2.5) + tail / 2)
offset = np.abs(np.subtract.outer(np.arange(layers), np.arange(layers)))


def middle_dipole(kernel):
    matrix = np.eye(layers) / alpha_red - np.array(kernel)[offset]
    return np.linalg.solve(matrix, np.ones(layers))[layers // 2]


p_normal, p_plane = middle_dipole(kernel_z), middle_dipole(kernel_x)
E_normal = 1 - 4 * PI * p_normal / ratio  # macroscopic field inside the slab
slab_c = 1 / E_normal
slab_a = 1 + 4 * PI * p_plane / ratio
assert abs(slab_c - eps_c) < 1e-3 and abs(slab_a - eps_a) < 1e-3
gain_c, gain_a = 1 / (1 - X * L_c), 1 / (1 - X * L_a)
assert abs(p_normal / alpha_red / E_normal - gain_c) < 1e-3
assert abs(p_plane / alpha_red - gain_a) < 1e-3

# Density recovered from the slab permittivities through the sum rule
density = 1 / volume
X_rule = 3 / (1 + 2 / (slab_a - 1) + 1 / (slab_c - 1))
density_rule = X_rule / (4 * PI * alpha)
assert abs(density_rule / density - 1) < 1e-3
eps_mean = (2 * eps_a + eps_c) / 3
density_mean = 3 * (eps_mean - 1) / (eps_mean + 2) / (4 * PI * alpha)

field = 0.010  # V/angstrom
print(f"Model film: a = {a:.1f} angstrom, c = {c:.1f} angstrom")
print(f"Polarizability: {alpha:.1f} angstrom^3 = {alpha / BOHR**3:.3f} bohr^3")
print(f"Cell volume: {volume:.1f} angstrom^3")
print(f"X = 4 pi alpha/v: {X:.6f}")
print(f"Lorentz factors: L_c = {L_c:.6f}, L_a = {L_a:.6f}")
print(f"Permittivity along c: {eps_c:.5f} (slab {slab_c:.5f})")
print(f"Permittivity along a: {eps_a:.5f} (slab {slab_a:.5f})")
print(f"Permittivity, cubic lattice of equal density: {eps_cubic:.5f}")
print(f"Macroscopic field: {field:.3f} V/angstrom")
print(f"Local field along c: {field * gain_c:.6f} V/angstrom")
print(f"Local field along a: {field * gain_a:.6f} V/angstrom")
print(f"True number density: {density:.7f} angstrom^-3"
      f" = {density * BOHR**3:.7f} bohr^-3")
print(f"Density from sum rule and slab: {density_rule:.7f} angstrom^-3")
print(f"Mean permittivity (2 eps_a + eps_c)/3: {eps_mean:.5f}")
print(f"Density from mean permittivity: {density_mean:.7f} angstrom^-3")
print(f"Relative error of that density: {100 * (density_mean / density - 1):.4f} %")
print("tests ok")
```

Output:

```
Triclinic test cell, rows (units of first edge):
     1.00   0.00   0.00
     0.30   1.10   0.00
     0.20  -0.25   0.90
Principal Lorentz factors: 0.200827 0.359803 0.439369
Their sum: 1.0000000000
Direct sum, envelope ratio 0.7: max deviation 1.0e-05
Direct sum, envelope ratio 1.0: max deviation 9.5e-07
Direct sum, envelope ratio 2.0: max deviation 2.9e-06
Largest |trace - 1| in 20 random lattices: 8.9e-16
Planar sum S: formula 9.033622, direct 9.033615
c/a     simple L_c  L_a       centred L_c  L_a
0.8000  0.583964  0.208018    0.370457   0.314771
0.9000  0.444129  0.277936    0.342733   0.328634
1.0000  0.333333  0.333333    0.333333   0.333333
1.1000  0.239114  0.380443    0.332709   0.333645
1.2000  0.154412  0.422794    0.334788   0.332606
1.4142  -0.011545  0.505772    0.333333   0.333333
1.6000  -0.148427  0.574213    0.317700   0.341150
Scanned c/a from 0.505 to 2.995
Isotropic c/a, simple: 1.000000
Isotropic c/a, centred: 1.000000 1.133734 1.414214
Model film: a = 4.0 angstrom, c = 4.4 angstrom
Polarizability: 4.0 angstrom^3 = 26.993 bohr^3
Cell volume: 70.4 angstrom^3
X = 4 pi alpha/v: 0.713998
Lorentz factors: L_c = 0.239114, L_a = 0.380443
Permittivity along c: 1.86099 (slab 1.86101)
Permittivity along a: 1.98028 (slab 1.98027)
Permittivity, cubic lattice of equal density: 1.93700
Macroscopic field: 0.010 V/angstrom
Local field along c: 0.012059 V/angstrom
Local field along a: 0.013729 V/angstrom
True number density: 0.0142045 angstrom^-3 = 0.0021049 bohr^-3
Density from sum rule and slab: 0.0142045 angstrom^-3
Mean permittivity (2 eps_a + eps_c)/3: 1.94052
Density from mean permittivity: 0.0142451 angstrom^-3
Relative error of that density: 0.2852 %
tests ok
```
